\section*{Tilted-field coincidence and the product of g factor and effective mass}

\section{Two splittings that meet at one angle}

Take a model InSb quantum well with effective mass $0.018$ free-electron masses, $g=-32$ and $3\times10^{11}$ electrons per cm$^2$. In a perpendicular field of 2.07 T its cyclotron energy is 0.0133 eV and its Zeeman splitting 0.00383 eV, a ratio of 0.288. Now tilt the sample by $73.26^\circ$ and raise the field to 7.18 T, so that the perpendicular component stays at 2.07 T. The two energies become equal. Why does tilting change their ratio, and what does the angle of equality measure?

The answer is the coincidence condition
\begin{equation}
|g|m=2r\cos\theta_r ,\qquad r=\frac{\text{Zeeman splitting}}{\text{cyclotron energy}} .
\label{result}
\end{equation}
Here $m$ is the mass in units of the free mass and $\theta$ the angle between the field and the layer normal. Two derivations follow. The first locates level crossings; the second locates zeros of a quantum oscillation.

\section{The model}

The algebra uses atomic units, $\hbar=e=m_e=1$; the electron charge is $-1$ and the Bohr magneton is $1/2$. The band is parabolic with isotropic $m$ and $g$, there is no spin-orbit coupling, and interactions enter only through the values of $m$ and $g$. With $B_\perp=B\cos\theta$ and $B_\parallel=B\sin\theta$ along $x$,
\begin{equation}
H=\frac{\mathbf\Pi^2}{2m}+V(z)+\frac g4\,\mathbf B\cdot\boldsymbol\sigma,\qquad \mathbf\Pi=\mathbf p+\mathbf A,\quad \mathbf A=(0,\;xB_\perp-zB_\parallel,\;0).
\end{equation}
The curl of $\mathbf A$ is $(B_\parallel,0,B_\perp)$, as required. The factor $g/4$ is the product of $g$, the magneton $1/2$ and the spin $\boldsymbol\sigma/2$.

In a layer of zero thickness $z=0$, so $B_\parallel$ drops out of the orbital motion. For a plane wave $e^{iky}$,
\begin{equation}
\frac{p_x^2+(k+B_\perp x)^2}{2m}=\frac{p_x^2}{2m}+\frac{m\omega_c^2}{2}\Bigl(x+\frac{k}{B_\perp}\Bigr)^2,\qquad \omega_c=\frac{B_\perp}{m}.
\end{equation}
This is an oscillator with energies $(N+\tfrac12)\omega_c$. Its centre $-k/B_\perp$ must lie within the sample length $L_x$, so $k$ covers a range $B_\perp L_x$ in steps $2\pi/L_y$. Each level therefore holds $B_\perp/2\pi$ electrons per area and spin.

Spin sees the whole field. Since $(\mathbf B\cdot\boldsymbol\sigma)^2=B^2$, the spin energies are $\pm|g|B/4$ for any field direction, and their splitting is $|g|B/2$. Hence
\begin{equation}
r=\frac{|g|B/2}{B\cos\theta/m}=\frac{|g|m}{2\cos\theta}.
\label{ratio}
\end{equation}
The field strength cancels, which is why an angle can serve as the measurement. For the example $|g|m=32\times0.018=0.576$, and $r=0.288$ at zero tilt.

\section{First derivation: crossing levels}

Let $+$ and $-$ denote the upper and lower spin states. The levels are
\begin{equation}
E_{N,\pm}=\omega_c\left(N+\tfrac12\pm\tfrac r2\right).
\label{levels}
\end{equation}
Level $(N,+)$ meets $(N+q,-)$, with $q$ a positive integer, when
\begin{equation}
N+\tfrac12+\tfrac r2=N+q+\tfrac12-\tfrac r2\quad\Longrightarrow\quad r=q .
\end{equation}
Inserting this in (\ref{ratio}) gives (\ref{result}) for integer $r$.

To see which gap closes, count the levels below the crossing pair: $N+r$ of lower spin and $N$ of upper spin. Filling one level of the pair puts the Fermi energy at the crossing, so the filling factor is
\begin{equation}
\nu=2N+r+1 .
\end{equation}
Odd $r$ closes gaps at even $\nu$, and even $r$ closes gaps at odd $\nu$, in both cases from $\nu=r+1$ upward. At $\nu=6$ and $r=1$ the pair is $(2,+)$ and $(3,-)$.

For $r<1$ the gaps are $(1-r)\omega_c$ at even $\nu$ and $r\omega_c$ at odd $\nu$. They are equal at $r=1/2$. Larger half-integers also give equal spacing, but only above the lowest levels, where both spin ladders are present.

In the example the density and filling are held fixed during the tilt. Then $B_\perp=2\pi n/\nu=2.068$ T is fixed too, and the total field must grow as $1/\cos\theta$. The condition gives
\begin{align}
\cos\theta_{1/2}&=0.576, & \theta_{1/2}&=54.83^\circ, & B&=3.59\ \text{T},\\
\cos\theta_1&=0.288, & \theta_1&=73.26^\circ, & B&=7.18\ \text{T},\\
\cos\theta_2&=0.144, & \theta_2&=81.72^\circ, & B&=14.36\ \text{T}.
\end{align}
As a test, the oscillator was diagonalized on a spatial grid together with the full spin matrix. The gap at $\nu=6$ closed at $73.2617^\circ$, in agreement with $\theta_1$. At $\theta_2$ the gap at $\nu=6$ is open and equals $\omega_c$; the levels that meet there close the gaps at $\nu=5$ and $7$. Seeing those gaps requires a change of density or of $B_\perp$.

\section{Second derivation: zeros of an oscillation}

When levels are broad, individual gaps may not be visible, but the density of states still oscillates. Give each level a Lorentzian profile of half-width $\Gamma$, the same for both spins, and let $\gamma=\Gamma/\omega_c$. For one spin, the sum over levels with $\varepsilon=E/\omega_c-\tfrac12\mp\tfrac r2$ is
\begin{equation}
F(\varepsilon)=\sum_N\frac{\gamma/\pi}{(\varepsilon-N)^2+\gamma^2}.
\end{equation}
Extend the sum to all integers $N$, which makes $F$ periodic with period one. The added levels contribute a smooth tail of about $\gamma/(\pi e)$, where $e$ is the distance, in units of $\omega_c$, from the Fermi energy to a point half a spacing below the lowest level of that spin. The extension is therefore good when many levels are filled.

The Fourier coefficient over one period, summed over $N$, becomes one integral over the whole line. For $s>0$, closing the contour around the pole at $-i\gamma$ gives
\begin{equation}
\int_{-\infty}^{\infty}\frac{\gamma}{\pi}\frac{e^{-2\pi is\varepsilon}}{\varepsilon^2+\gamma^2}\,d\varepsilon
=-2\pi i\,\frac{\gamma}{\pi}\,\frac{e^{-2\pi s\gamma}}{-2i\gamma}=e^{-2\pi s\gamma}.
\end{equation}
Therefore $F=1+2\sum_{s\ge1}e^{-2\pi s\gamma}\cos2\pi s\varepsilon$. The shift of $\tfrac12$ in $\varepsilon$ produces a factor $(-1)^s$, and the two spins combine through
\begin{equation}
\cos\Bigl(\frac{2\pi sE}{\omega_c}-\pi sr\Bigr)+\cos\Bigl(\frac{2\pi sE}{\omega_c}+\pi sr\Bigr)=2\cos\frac{2\pi sE}{\omega_c}\cos\pi sr .
\end{equation}
The prefactor per spin is $(B_\perp/2\pi)/\omega_c=m/2\pi$. The density of states is thus
\begin{equation}
D(E)=\frac m\pi\Bigl[1+2\sum_{s\ge1}(-1)^se^{-2\pi s\Gamma/\omega_c}\cos\frac{2\pi sE}{\omega_c}\cos\pi sr\Bigr].
\label{dos}
\end{equation}

Temperature averages this over $-\partial f/\partial E$. Put $b=2\pi s\,kT/\omega_c$ and use the Fermi function $f$ itself as the integration variable, with $e^{(E-\mu)/kT}=(1-f)/f$. The factor multiplying harmonic $s$ is
\begin{equation}
\int_0^1 f^{-ib}(1-f)^{ib}\,df=\Gamma_{\!E}(1-ib)\,\Gamma_{\!E}(1+ib)=\frac{\pi b}{\sinh\pi b},
\end{equation}
where $\Gamma_{\!E}$ is Euler's gamma function. It is positive and independent of $r$.

Assume that the small Shubnikov--de Haas oscillation of the resistance is proportional to the oscillation of $D$. Its fundamental then carries the factor $\cos\pi r$, which vanishes when
\begin{equation}
r=\tfrac12,\tfrac32,\ldots\quad\Longrightarrow\quad |g|m=2r\cos\theta_r .
\end{equation}
This is (\ref{result}) again, now at half-integers. At these angles the two spin ladders are shifted by half a period and their fundamentals cancel. The second harmonic survives, because $|\cos2\pi r|=1$.

The integer coincidences appear in the same formula. There $|\cos\pi r|=1$, so at fixed $B_\perp$ the fundamental is largest. Between $r=0$ and $r=1$ its sign reverses: energies that were minima of $D$ become maxima. This is the closing of the even-filling gaps found in the first derivation.

For the example, take a quantum lifetime one tenth of the transport lifetime at mobility $10^5$ cm$^2$/Vs. The half-width is then 0.0032 eV, and the full width exceeds the Zeeman splitting of 0.0038 eV at zero tilt. Broadening reduces the fundamental to 0.22 of its sharp-level value and the second harmonic to $0.22^2\approx0.05$. At 2 K the thermal factor of the fundamental is 0.99, so broadening dominates.

\section{Reading the angle}

One angle gives the product only if $r$ is known. Equation (\ref{result}) can be written
\begin{equation}
\frac1{\cos\theta_r}=\frac{2r}{|g|m},\qquad
\frac1{\cos\theta_{r+1}}-\frac1{\cos\theta_r}=\frac2{|g|m}.
\end{equation}
In a sufficiently thin layer, two successive coincidences fix the product without an index. In the example $1/\cos\theta=B/B_\perp$ is $7.18/2.068=3.47$ at the first and $14.36/2.068=6.94$ at the second. The difference, 3.47, returns $2/3.47=0.576$.

Neither the sign of $g$ nor the separate factors follow from the condition. The lowest index that can be reached is bounded by the zero-tilt value: $r\ge|g|m/2$.

At fixed $r$, differentiating (\ref{result}) gives
\begin{equation}
\frac{\delta(|g|m)}{|g|m}=-\tan\theta_r\,\delta\theta .
\end{equation}
Reading $\theta_1$ too low by $0.5^\circ$ raises the product by 2.9\%. At $\theta_{1/2}$ the same error costs about 1.2\%, because the tangent is smaller.

If $g$ differs along the normal and in the plane, the spin splitting is $\tfrac12(g_\perp^2B_\perp^2+g_\parallel^2B_\parallel^2)^{1/2}$. Setting it equal to $rB_\perp/m$ and squaring gives
\begin{equation}
g_\perp^2+g_\parallel^2\tan^2\theta_r=\frac{4r^2}{m^2}.
\end{equation}
In a sufficiently thin layer, two indexed angles now determine both products. With $g_\parallel=-29$ in place of $-32$, the integer coincidences move to $74.75^\circ$ and $82.49^\circ$. The isotropic formula at $r=1$ would return 0.526, close to $m|g_\parallel|=0.522$ and not to $m|g_\perp|=0.576$. At steep tilt the method mainly measures the in-plane $g$ factor.

\section{Where the ideal condition shifts}

\subsection{Finite thickness}

In a well of width $w$ the in-plane field adds the coupling $-(B_\parallel/m)z\Pi_y$, where $\Pi_y$ is now taken at $z=0$. If $\omega_c$ and this coupling are both small compared with the subband spacing, second-order perturbation theory gives the energy $-(B_\parallel^2/m^2)S\,\Pi_y^2$, with
\begin{equation}
S=\sum_{j\ne0}\frac{|\langle j|z|0\rangle|^2}{E_j-E_0}=\langle0|z|\chi\rangle,\qquad (H_z-E_0)\chi=z\phi_0 .
\end{equation}
For hard walls $\phi_0=\sqrt{2/w}\cos\kappa z$ with $\kappa=\pi/w$. The solution vanishing at $z=\pm w/2$ is
\begin{equation}
\chi=\sqrt{\frac2w}\left[-\frac{m z^2}{2\kappa}\sin\kappa z-\frac{m z}{2\kappa^2}\cos\kappa z+\frac{m w^2}{8\kappa}\sin\kappa z\right],
\end{equation}
as substitution in $\chi''+\kappa^2\chi=-2mz\phi_0$ confirms. The three terms of the overlap, integrated by parts, give
\begin{align}
S&=\frac{2m}{w\kappa^5}\left[-\frac12\Bigl(\frac{\pi^3}{16}-\frac{3\pi}8\Bigr)-\frac12\Bigl(\frac{\pi^3}{24}-\frac\pi4\Bigr)+\frac{\pi^3}{32}\right]\nonumber\\
&=\frac{15-\pi^2}{24\pi^4}\,m w^4 .
\end{align}
The coefficient of $\Pi_y^2/2m$ becomes $1-2B_\parallel^2S/m$. The cyclotron frequency contains its square root, so to leading order it falls by the fraction
\begin{equation}
\delta=\frac{B_\parallel^2S}{m}=\frac{15-\pi^2}{24\pi^4}\,w^4B_\parallel^2 .
\end{equation}
The remaining term $z^2B_\parallel^2/2m$ shifts all Landau levels equally at this order.

For $w=20$ nm at $\theta_1$ the formula gives 3.8\%, and diagonalization with eight subbands gives 3.7\%. The coincidence moves to $72.65^\circ$, and the ideal condition then reads 0.597, which is 3.6\% above the true product. At $\theta_{1/2}$, with the same $B_\perp$, $\delta$ is smaller by $(\tan54.83^\circ/\tan73.26^\circ)^2=0.18$, or about 0.7\%.

At $r=2$ and the same $B_\perp$ the correction is much larger: diagonalization puts the coincidence that closes the gap at $\nu=7$ at $80.65^\circ$ instead of $81.72^\circ$ (the one at $\nu=5$ lies at $80.64^\circ$). The difference formula applied to $r=1$ and $r=2$ then returns 0.713 instead of 0.576, and the two-angle formula for anisotropic $g$ gives a negative $g_\perp^2$. Neither formula can be used with these two angles in a 20 nm well. At 10 nm the difference formula returns 0.586, but the two-angle formula still shows a false anisotropy, with $m|g_\perp|=0.51$ and $m|g_\parallel|=0.58$.

\subsection{Rashba coupling}

Add $\alpha(\sigma_x\Pi_y-\sigma_y\Pi_x)$. With $a=(\Pi_x-i\Pi_y)/\sqrt{2B_\perp}$, which lowers $N$ by one, and $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$, this term is
\begin{equation}
i\alpha\sqrt{2B_\perp}\,(a\sigma_+-a^\dagger\sigma_-).
\end{equation}
For $g<0$ the lower spin state points along $\mathbf B$. Between spins opposite and along $\mathbf B$, $\sigma_-$ has magnitude $\sin^2(\theta/2)$. The $r=1$ crossing of $N$ and $N+1$ therefore opens, to first order, by twice the matrix element:
\begin{equation}
\Delta_R=\alpha\sqrt{2B_\perp(N+1)}\,(1-\cos\theta).
\end{equation}
For $g>0$ the last factor is $1+\cos\theta$. With $\alpha=0.01$ eV nm, $N=2$ and magnetic length $B_\perp^{-1/2}=17.84$ nm,
\begin{equation}
\Delta_R=\frac{0.01\sqrt6}{17.84}(1-0.288)\ \text{eV}=0.00098\ \text{eV}.
\end{equation}
Diagonalization gives 0.00096 eV, with the minimum at $73.15^\circ$. The angle barely moves, but the levels no longer touch. This gap is well below the assumed level width. Rashba coupling is not the only spin-orbit term in InSb. The bulk-inversion (Dresselhaus) term couples the opposite spin components, so for $g<0$ its linear part enters with $1+\cos\theta$. With an assumed coefficient of 0.48 eV nm$^3$, linear and cubic terms, a 20 nm hard-wall well grown along [001] and the in-plane field along [100], it opens the same crossing by about 0.0017 eV. The Rashba figure is therefore not the whole gap of a real well.

\subsection{Exchange}

At $\nu=6$ two fillings compete: three levels of each spin, or four of lower and two of upper spin. Changing from the first to the second costs $\omega_c-|g|B/2$ per flux quantum and gains an exchange energy $G$. In Hartree--Fock theory the transition occurs at
\begin{equation}
r_c=1-\frac G{\omega_c}.
\end{equation}
For filled levels of one spin the exchange energy per flux quantum is $-\tfrac12\sum_{NN'}X_{NN'}$, with
\begin{equation}
X_{NN'}=\int\!\frac{d^2q}{(2\pi)^2}\frac{2\pi}{\epsilon q}|F_{NN'}|^2=\frac1\epsilon\int_0^\infty|F_{NN'}(q)|^2dq ,
\end{equation}
where $F_{NN'}=\langle N|e^{iqx}|N'\rangle$ is taken between oscillator states and $\epsilon=16.8$. The result is $G=0.00126$ eV, so $r_c=0.905$. The transition moves to $71.5^\circ$, and the ideal condition returns $0.576/0.905=0.636$, about 10\% above the bare product. This estimate assumes sharp levels, although the half-width assumed above exceeds $G$, and it ignores screening and thickness. Spreading the charge over the hard-wall ground state of the 20 nm well lowers $G$ to 0.00064 eV and the shift to about 5\%. The estimate therefore sets a scale and is not a prediction.

\section{The model beside a real InSb well}

The mass, $g$ factor, density and mobility are rough typical values for InSb wells; the lifetime ratio is an assumption. Real bands are not parabolic. A three-band estimate with gap 0.235 eV gives $m=0.018$ and $g=-32$ at the Fermi level. These are the energy-dependent coefficients in $E=k^2/2m(E)$ and in the matching spin term. Because they depend on $E$, the actual cyclotron and Zeeman spacings are both smaller than these coefficients suggest, by a common factor, about 0.8 here, that cancels from $r$. Over one cyclotron energy the coefficient $m$ changes by $+3.6\%$ and $|g|$ by $-5.6\%$, but their product by only $-1.9\%$. The shifts of the $r=1$ reading computed here are about 10\% from unscreened exchange in a layer of zero thickness, or 5\% with the charge profile of the 20 nm well, about 9\% from the trial $g$ anisotropy, and about 4\% from the effect of thickness on the cyclotron energy. They were computed one at a time with the parabolic $\omega_c$ and need not add; dividing $G$ by the spacing reduced by 0.8 raises the two exchange figures to about 13\% and 6\%. A real well also has finite barriers and possibly an asymmetric profile, which the hard-wall estimate omits.

\section{What each derivation assumes}

Both derivations need the same ratio (\ref{ratio}), and hence a thin layer and a spin splitting set by the total field. They differ in what else they require.

The crossing argument concerns two levels. It needs neither a large filling nor a line shape, and it holds for the lowest levels as well. To use it, however, one must see a particular gap close. Rashba coupling can keep that gap open, and exchange can shift the transition because the spin polarization changes there.

The oscillation argument needs a regular ladder around the Fermi energy. The factor $\cos\pi r$ also needs a response linear in $D$, but its zeros do not if both spins are equally broadened: at half-integer $r$, $D$ repeats every half cyclotron energy, and so does any function of $D$ alone. In the example the Fermi energy is 0.0399 eV, or three cyclotron energies. With $\gamma=0.24$, the levels added in extending the sum contribute about 3\% of the mean density at $r=1$, so the formula is usable but not asymptotic.

Equal broadening of the spins matters less than it may seem. If their fundamentals have amplitudes $A_+$ and $A_-$, the squared total is
\begin{equation}
A_+^2+A_-^2+2A_+A_-\cos2\pi r .
\end{equation}
For amplitudes that do not vary with angle, the minimum stays at half-integer $r$, but its depth is limited to $|A_+-A_-|$ instead of zero.

The two readings also probe different conditions. At fixed $B_\perp$, the $r=1/2$ zero occurs at half the total field of the $r=1$ crossing, where the thickness correction and the effect of an angle error are both smaller. Spin-orbit coupling acts the other way: when the gaps at $\nu=6$ and $7$ are set equal, the Rashba term above shifts the $r=1/2$ reading by about $+1.6\%$, against $+0.7\%$ at $r=1$, and the Dresselhaus term shifts it by about $-4.5\%$, against $-0.2\%$. If the products read at the two angles disagree by more than the angle error, at least one assumption of the two derivations has failed; the disagreement alone does not show which.

\section*{Calculated quantities}
\begin{verbatim}
Input mass / free mass: 0.018
Input g factor: -32
Input well width: 20 nm
Input density: 3e+11 cm^-2
Input filling: 6
Input mobility: 1e+05 cm2/Vs
Input transport / quantum lifetime: 10
Input temperature: 2 K
Input Rashba coefficient: 0.01 eV nm
Input dielectric constant: 16.8
Input band gap: 0.235 eV
Input split-off energy: 0.81 eV
Input Kane energy: 23.3 eV
Product |g|m: 0.576
Perpendicular field: 2.068 T
Magnetic length: 17.84 nm
Cyclotron energy: 0.0133 eV
Zeeman splitting at zero tilt: 0.00383 eV
r at zero tilt: 0.288
Angle for r=1/2: 54.83 deg
Total field for r=1/2: 3.59 T
Angle for r=1: 73.26 deg
Total field for r=1: 7.18 T
Angle for r=2: 81.72 deg
Total field for r=2: 14.36 T
Grid angle for r=1: 73.2617 deg
Product error for 0.5 deg lower angle: 2.9 %
Fermi energy above subband edge: 0.0399 eV
Hard-wall confinement energy: 0.05223 eV
First subband spacing: 0.1567 eV
Thickness drop of cyclotron energy, formula: 3.83 %
Thickness drop, diagonalization: 3.72 %
r=1 angle with thickness: 72.65 deg
Apparent |g|m with thickness: 0.5966
Rashba minimum gap: 0.000956 eV
Rashba gap, first order: 0.000978 eV
Angle of Rashba minimum gap: 73.15 deg
Three-band mass at Fermi level: 0.0181
Three-band g at Fermi level: -31.8
Mass change over one cyclotron energy: 3.63 %
|g| change over one cyclotron energy: -5.57 %
|g|m change over one cyclotron energy: -1.93 %
In-plane g in anisotropic trial: -29
Anisotropic trial angles r=1,2: [74.754 82.488] deg
Recovered m|g_perp|, m|g_par|: [0.576 0.522]
Isotropic reading of trial at r=1: 0.5259
Level half-width: 0.00322 eV
Broadening factor of fundamental: 0.219
Thermal energy: 0.000172 eV
Thermal factor of fundamental: 0.9892
Coulomb energy scale: 0.0048 eV
Unscreened exchange gain: 0.00126 eV
Bare r at exchange-shifted transition: 0.905
Exchange-shifted angle: 71.5 deg
Apparent |g|m with exchange: 0.636
\end{verbatim}
